# How many trapped electrons offset a stacking fault in 4H-SiC?: a numerical check

```python
"""Electron trapping against the energy cost of a stacking fault in 4H-SiC.

Result under test: in flat bands the break-even sheet density is
    n0 = gamma / depth,
with gamma the fault energy per area and depth the energy gain per electron.
The program also sizes what this neglects: subband filling, band bending,
degeneracy of the bulk electrons, and temperature.
Working units: eV, cm, K. Energies per area are printed in mJ/m^2.
D = subband density of states, N = donor density, mu = bulk chemical
potential measured from the bulk conduction-band edge.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

# Inputs: the posed energies and rough typical material values
gamma_mJ = 15.0
depth = 0.25
donors = 3e19
eps_r = 10.0
mass_x, mass_y, mass_c = 0.6, 0.3, 0.3
valleys = 3
T_process = 1400.0

q = sc.e
kB = sc.k / q
to_mJ = q * 1e4 * 1e3                  # eV/cm^2 -> mJ/m^2
gamma = gamma_mJ / to_mJ               # eV/cm^2
eps = eps_r * sc.epsilon_0 / q / 100   # elementary charges per (V cm)
hb2_2m = sc.hbar**2 / (2 * sc.m_e) / q * 1e4   # eV cm^2
D = valleys * np.sqrt(mass_x * mass_y) / (2 * np.pi * hb2_2m)
mass_3d = (mass_x * mass_y * mass_c) ** (1 / 3)

# Break-even densities from the derived formulas
n0 = gamma / depth
n_fill = D * (depth - np.sqrt(depth**2 - 2 * gamma / D))

# Independent check: add electrons one by one to a finite periodic patch
side = 200e-7
cost = gamma * side**2
index = np.arange(-60, 61)
kx, ky = np.meshgrid(index, index)
levels = hb2_2m * (2 * np.pi / side)**2 * (kx**2 / mass_x + ky**2 / mass_y)
levels = np.sort(np.repeat(levels.ravel(), 2 * valleys))


def count_to_offset(gains):
    total = np.cumsum(gains)
    assert total.max() >= cost
    return (np.argmax(total >= cost) + 1) / side**2


n0_count = count_to_offset(np.full(levels.size, depth))
n_fill_count = count_to_offset(depth - levels)
assert abs(n0_count / n0 - 1) < 1e-3
assert abs(n_fill_count / n_fill - 1) < 5e-3   # finite patch

# Band bending at the flat-band break-even density
width = n0 / (2 * donors)
barrier = n0**2 / (8 * eps * donors)
field = n0 / (2 * eps)
field_energy = n0 * barrier / 3
kinetic = n0**2 / (2 * D)

# Independent check: integrate the field of an explicit charge profile
x = np.linspace(0, 1.5 * width, 30001)
rho = np.where(x <= width, donors, 0.0)
F = -n0 / (2 * eps) + cumulative_trapezoid(rho, x, initial=0) / eps
assert abs(trapezoid(-F, x) / barrier - 1) < 2e-3
assert abs(2 * trapezoid(eps * F**2 / 2, x) / field_energy - 1) < 2e-3


def fermi_energy(N):
    return hb2_2m / mass_3d * (3 * np.pi**2 * N / valleys) ** (2 / 3)


def cold_optimum(N):
    """Largest gain and its sheet density with full depletion at T = 0."""
    a = 1 / (8 * eps * N)
    drive = depth + 0.6 * fermi_energy(N)
    n = (-1 / D + np.sqrt(1 / D**2 + 4 * a * drive)) / (2 * a)
    return drive * n - n**2 / (2 * D) - a * n**3 / 3, n


def bulk_density(mu, T):
    """Bulk electron density by quadrature over the band, E = s^2."""
    mu = np.atleast_1d(mu)
    s = np.linspace(0, np.sqrt(max(mu.max(), 0) + 40 * kB * T), 1201)
    pref = valleys / (2 * np.pi**2) * (mass_3d / hb2_2m) ** 1.5
    occ = expit((mu[:, None] - s**2) / (kB * T))
    return 2 * pref * trapezoid(s**2 * occ, s, axis=1)


def bulk_mu(T):
    return brentq(lambda m: bulk_density(m, T)[0] / donors - 1, -1.5, 0.5)


def filling_level(n, T):
    return n / D + kB * T * np.log(-np.expm1(-n / (D * kB * T)))


def bent_band_gain(T):
    """Free-energy gain with Fermi-Dirac bulk screening (Poisson)."""
    mu = bulk_mu(T)
    phi = np.linspace(0, 0.6, 3001)
    net = donors - bulk_density(mu - phi, T)
    pressure = cumulative_trapezoid(net, phi, initial=0)
    phi, n = phi[1:], np.sqrt(8 * eps * pressure[1:])
    drive = mu + depth - phi - filling_level(n, T)
    keep = drive > 0
    assert keep[0] and not keep[-1]
    return trapezoid(drive[keep], n[keep]), n[keep][-1], phi[keep][-1]


E_F = fermi_energy(donors)
cold_gain, cold_n = cold_optimum(donors)
check_gain, check_n, _ = bent_band_gain(30.0)
assert abs(bulk_mu(30.0) / E_F - 1) < 0.01
# The sharp depletion edge is an approximation: a few per cent allowed
assert abs(check_gain / cold_gain - 1) < 0.03
assert abs(check_n / cold_n - 1) < 0.03

# Process temperature: flat bands first, then with band bending
kT = kB * T_process
mu_hot = bulk_mu(T_process)
top = mu_hot + depth
flat_n = D * kT * np.log1p(np.exp(top / kT))
flat_gain = D * kT * quad(
    lambda E: np.log1p(np.exp((top - E) / kT)), 0, 40 * kT)[0]
charging = flat_n * quad(
    lambda f: top - filling_level(f * flat_n, T_process), 0, 1)[0]
assert abs(charging / flat_gain - 1) < 1e-5
hot_gain, hot_n, hot_phi = bent_band_gain(T_process)

# Claims about the size of the neglected band bending
assert field_energy > gamma
assert cold_gain < gamma and hot_gain < gamma
assert hot_gain < flat_gain

# Donor density at which the cold gain would equal the fault energy
N_need = brentq(lambda N: cold_optimum(N)[0] / gamma - 1, donors, 2e21)
n_need = cold_optimum(N_need)[1]
phi_need = n_need**2 / (8 * eps * N_need) + 0.4 * fermi_energy(N_need)
assert phi_need > fermi_energy(N_need)   # depletion formula applies

source = 0.6 * E_F * n0
net_n0 = n0 * depth + source - kinetic - field_energy

print("INPUTS (material values are rough)")
print(f"fault energy: {gamma_mJ:.1f} mJ/m^2")
print(f"gain per electron: {depth:.2f} eV")
print(f"donor density: {donors:.1e} cm^-3")
print(f"relative permittivity: {eps_r:.1f}")
print(f"masses x, y, c: {mass_x}, {mass_y}, {mass_c} electron masses")
print(f"number of valleys: {valleys}")
print(f"process temperature: {T_process:.0f} K")
print("FLAT-BAND BREAK-EVEN")
print(f"fault energy, converted: {gamma:.3e} eV/cm^2")
print(f"break-even density n0: {n0:.3e} cm^-2")
print(f"n0 by counting on a patch: {n0_count:.3e} cm^-2")
print(f"subband density of states: {D:.3e} eV^-1 cm^-2")
print(f"break-even with subband filling: {n_fill:.3e} cm^-2")
print(f"same by counting on a patch: {n_fill_count:.3e} cm^-2")
print("NEGLECTED EFFECTS AT n0, COLD")
print(f"depletion width per side: {width * 1e7:.2f} nm")
print(f"peak field: {field / 1e6:.2f} MV/cm")
print(f"band-bending barrier: {barrier:.3f} eV")
print(f"field energy: {field_energy * to_mJ:.2f} mJ/m^2")
print(f"subband kinetic energy: {kinetic * to_mJ:.2f} mJ/m^2")
print(f"bulk Fermi energy: {E_F:.4f} eV")
print(f"bulk kinetic energy released: {source * to_mJ:.2f} mJ/m^2")
print(f"net electronic gain at n0: {net_n0 * to_mJ:.2f} mJ/m^2")
print("LARGEST GAIN WITH BAND BENDING, COLD")
print(f"trapped density: {cold_n:.3e} cm^-2")
print(f"gain, depletion formula: {cold_gain * to_mJ:.2f} mJ/m^2")
print(f"gain, Poisson at 30 K: {check_gain * to_mJ:.2f} mJ/m^2")
print(f"gain / fault energy: {cold_gain / gamma:.3f}")
print("AT PROCESS TEMPERATURE")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"bulk chemical potential: {mu_hot:.3f} eV")
print(f"flat-band trapped density: {flat_n:.3e} cm^-2")
print(f"flat-band free-energy gain: {flat_gain * to_mJ:.2f} mJ/m^2")
print(f"trapped density with bending: {hot_n:.3e} cm^-2")
print(f"barrier with bending: {hot_phi:.3f} eV")
print(f"free-energy gain with bending: {hot_gain * to_mJ:.2f} mJ/m^2")
print("DOPING FOR A COLD OFFSET (EXTRAPOLATION)")
print(f"donor density needed: {N_need:.2e} cm^-3")
print(f"trapped density there: {n_need:.2e} cm^-2")
print(f"depletion width there: {n_need / (2 * N_need) * 1e7:.2f} nm")
print("OK")
```

Output:

```
INPUTS (material values are rough)
fault energy: 15.0 mJ/m^2
gain per electron: 0.25 eV
donor density: 3.0e+19 cm^-3
relative permittivity: 10.0
masses x, y, c: 0.6, 0.3, 0.3 electron masses
number of valleys: 3
process temperature: 1400 K
FLAT-BAND BREAK-EVEN
fault energy, converted: 9.362e+12 eV/cm^2
break-even density n0: 3.745e+13 cm^-2
n0 by counting on a patch: 3.745e+13 cm^-2
subband density of states: 5.317e+14 eV^-1 cm^-2
break-even with subband filling: 4.510e+13 cm^-2
same by counting on a patch: 4.510e+13 cm^-2
NEGLECTED EFFECTS AT n0, COLD
depletion width per side: 6.24 nm
peak field: 3.39 MV/cm
band-bending barrier: 1.057 eV
field energy: 21.15 mJ/m^2
subband kinetic energy: 2.11 mJ/m^2
bulk Fermi energy: 0.0448 eV
bulk kinetic energy released: 1.61 mJ/m^2
net electronic gain at n0: -6.65 mJ/m^2
LARGEST GAIN WITH BAND BENDING, COLD
trapped density: 1.796e+13 cm^-2
gain, depletion formula: 5.15 mJ/m^2
gain, Poisson at 30 K: 5.19 mJ/m^2
gain / fault energy: 0.343
AT PROCESS TEMPERATURE
thermal energy kT: 0.1206 eV
bulk chemical potential: -0.206 eV
flat-band trapped density: 5.707e+13 cm^-2
flat-band free-energy gain: 13.73 mJ/m^2
trapped density with bending: 1.271e+13 cm^-2
barrier with bending: 0.227 eV
free-energy gain with bending: 5.06 mJ/m^2
DOPING FOR A COLD OFFSET (EXTRAPOLATION)
donor density needed: 1.76e+20 cm^-3
trapped density there: 4.44e+13 cm^-2
depletion width there: 1.26 nm
OK
```
